Sign, Monotonicity and Convexity of the Direct RPA Coupling-Strength Integrand

A direct random-phase approximation (RPA) calculation that integrates numerically over the coupling strength λ must choose how many values of λ to use. If the response equation is solved separately at each coupling on a frequency grid, each value costs one solution at every frequency. If the integrand is known to be convex, a few values give more than an estimate: the midpoint and trapezoidal rules enclose the correlation energy from opposite sides. This section proves that property and identifies the assumption on which it rests. Hartree atomic units are used.

**1. The integrand and its sign convention**

Let the electron–electron interaction be λv, with v(r,r′) = 1/|r − r′| and 0 ≤ λ ≤ 1. A λ-dependent local potential keeps the density n(r) at its physical value. Let F_λ be the minimum of ⟨T + λV_ee⟩ over states with this density. At the minimum, a first-order change of state at fixed density does not change F_λ, so dF_λ/dλ = ⟨V_ee⟩_λ. At λ = 0 the state is the Kohn–Sham determinant, assumed nondegenerate. Its interaction energy is the Hartree plus exchange energy, and its kinetic energy is F_0. What remains of F_1 is the correlation energy:

E_c = ∫₀¹ dλ W(λ),  W(λ) = ⟨V_ee⟩_λ − ⟨V_ee⟩₀.  (1)

Exchange has been subtracted. The full exchange-correlation integrand starts at the exchange energy; W starts at zero.

Write δn̂ = n̂ − n for the density fluctuation. The product n(r)n(r′) and the self-interaction term in V_ee depend on the density alone, so they cancel in the difference:

W(λ) = ½ ∫∫ dr dr′ v(r,r′) [⟨δn̂(r)δn̂(r′)⟩_λ − ⟨δn̂(r)δn̂(r′)⟩₀].  (2)

The fluctuations follow from the density response χ_λ. For a ground state with real transition densities n_m and excitation energies Ω_m > 0, each excitation contributes a resonant and an antiresonant term. At imaginary frequency iu they combine as

1/(iu − Ω) − 1/(iu + Ω) = 2Ω/[(iu)² − Ω²] = −2Ω/(Ω² + u²).  (3)

Hence χ_λ(r,r′;iu) = −Σ_m 2Ω_m n_m(r)n_m(r′)/(Ω_m² + u²). Since ∫₀^∞ du 2Ω/(Ω² + u²) = π for Ω > 0, and completeness gives ⟨δn̂(r)δn̂(r′)⟩ = Σ_m n_m(r)n_m(r′),

⟨δn̂(r)δn̂(r′)⟩_λ = −(1/π) ∫₀^∞ du χ_λ(r,r′;iu).  (4)

Inserting (4) in (2), and writing the double space integral as a trace, gives

W(λ) = −(1/2π) ∫₀^∞ du Tr{v[χ_λ(iu) − χ₀(iu)]}.  (5)

Direct RPA replaces the exact χ_λ by the response of Kohn–Sham electrons to the applied potential plus the induced Hartree potential. If the applied potential is φ, then δn = χ₀(φ + λvδn). With δn = χ_λφ this becomes

χ_λ = χ₀ + λχ₀vχ_λ.  (6)

From here on, W denotes (5) evaluated with (6). The Kohn–Sham response χ₀ does not depend on λ, because the density, and with it the Kohn–Sham potential, is held fixed.

**2. Why the eigenvalues are nonnegative**

Take real spin orbitals with energies ε_p, occupied according to the aufbau principle, with a gap between occupied orbitals i and empty orbitals a. Set ω_ia = ε_a − ε_i > 0, and let ρ_ia(r) be the product of the two orbitals, summed over the spin coordinate. The excitations of a determinant that enter the density response are these single promotions, so (3) gives

χ₀(r,r′;iu) = −Σ_ia [2ω_ia/(ω_ia² + u²)] ρ_ia(r)ρ_ia(r′).  (7)

The Coulomb operator is positive, since its Fourier transform is 4π/q². It therefore has a positive square root v^(1/2), which multiplies each Fourier component by (4π)^(1/2)/q. Define

A(u) = −v^(1/2)χ₀(iu)v^(1/2),  b_ia = v^(1/2)ρ_ia.  (8)

For any function g on which A acts, (7) and (8) give

⟨g|A(u)|g⟩ = Σ_ia [2ω_ia/(ω_ia² + u²)] |⟨g|b_ia⟩|² ≥ 0.  (9)

Each weight is positive because ω_ia > 0, and each squared overlap is nonnegative. A(u) is real and symmetric, so its eigenvalues a_k(u) are real; by (9) they are nonnegative.

The imaginary frequency is essential to this argument. At a real frequency w, the weight in (9) would be 2ω_ia/(ω_ia² − w²), which is negative for w > ω_ia.

Two regularity conditions are needed: A(0) is bounded with largest eigenvalue a_max, and ∫₀^∞ du Tr A(u)² is finite. The spectrum at each u is taken to be discrete. In a finite basis with a gap these conditions hold: A(u) is a finite matrix and falls as 1/u² at large u. The weights in (9) decrease with u, so a_k(u) ≤ a_max at every frequency.

**3. From the Dyson equation to a sum over modes**

Multiply (6) by v^(1/2) on the left and on the right, and split v into v^(1/2)v^(1/2). With X_λ = v^(1/2)χ_λv^(1/2),

X_λ = −A − λAX_λ,

(1 + λA)X_λ = −A,

X_λ = −(1 + λA)⁻¹A.  (10)

The inverse exists for 0 ≤ λ ≤ 1 because the eigenvalues of 1 + λA are at least 1. This operator is the symmetrized RPA dielectric operator at coupling λ. An eigenvalue a_k thus measures how strongly the electrons screen one pattern of potential.

Cyclicity of the trace gives Tr[v(χ_λ − χ₀)] = Tr(X_λ − X₀). In the eigenbasis of A, one mode contributes

−a/(1 + λa) + a = [−a + a(1 + λa)]/(1 + λa) = λa²/(1 + λa).  (11)

Therefore

W(λ) = −(1/2π) ∫₀^∞ du Σ_k λa_k(u)²/[1 + λa_k(u)].  (12)

The two terms on the left of (11) are kept together. Their difference is at most λa², so the finite integral of Tr A² ensures convergence without a separate assumption about Tr A.

Equation (12) gives W(0) = 0 at once. At positive λ every contribution to the sum is nonnegative and the prefactor is negative, so W(λ) ≤ 0: within direct RPA, coupling changes the density fluctuations so as to lower the interaction energy.

**4. Slope and curvature**

For one mode, the quotient rule gives

d/dλ [λa²/(1 + λa)] = a²[(1 + λa) − λa]/(1 + λa)² = a²/(1 + λa)².  (13)

A second derivative brings down the power −2 and an inner factor a:

d²/dλ² [λa²/(1 + λa)] = −2a³/(1 + λa)³.  (14)

For a ≥ 0 these derivatives are bounded in magnitude by a² and 2a³ ≤ 2a_max a². Both bounds are independent of λ and have finite sums and integrals, so differentiation may be taken inside (12). At λ = 0 and λ = 1 the derivatives are understood from inside the interval. Thus

W′(λ) = −(1/2π) ∫₀^∞ du Σ_k a_k²/(1 + λa_k)² ≤ 0,  (15)

W″(λ) = +(1/π) ∫₀^∞ du Σ_k a_k³/(1 + λa_k)³ ≥ 0.  (16)

The plus sign in (16) is the product of the minus signs in (12) and (14), and the factor 2 in (14) turns 1/(2π) into 1/π. Equations (12), (15) and (16) prove that W starts at zero, does not increase and is convex.

The inequalities in (15) and (16) are strict if at least one b_ia is nonzero. Its weight in (9) is positive at every finite u, so A(u) then has a positive eigenvalue at every finite u. If every b_ia vanishes, W is zero throughout.

Two limits show why the curve bends. For λa ≪ 1, a mode contributes approximately λa² to the sum in (12), which is linear in the coupling. For λa ≫ 1, writing the contribution as a − a/(1 + λa) shows that it approaches a − 1/λ and saturates towards a. A strongly screened mode has already used most of its possible response, so a further increase of λ changes it little.

The gap condition can be relaxed in part. Suppose that W is finite but ∫Tr A² diverges, as may happen when small gaps make the weights 2/ω_ia at u = 0 large. Each mode's contribution to −W is still increasing and concave in λ, so W is still decreasing and convex. Its initial slope, however, is then −∞.

**5. What happens when an eigenvalue is negative**

The slope (15) contains a² and the curvature (16) contains a³. A negative eigenvalue with 1 + λa > 0 therefore still makes its contribution to W fall, but the contribution is concave. Nonnegativity of all eigenvalues is sufficient for convexity. It is not necessary, because positive modes can outweigh a negative one in the sum (16).

A closed-shell model with one spatial orbital pair shows the difference. Let its orbital energy difference be ω and its Coulomb integral K = ⟨b|b⟩. The two spin channels have the same pair density, so their weights add to 4ω/(ω² + u²), and the single nonzero eigenvalue is

a(u) = 4ωK/(ω² + u²).  (17)

It follows that

a/(1 + λa) = 4ωK/(u² + Ω_λ²),  Ω_λ² = ω² + 4λωK.  (18)

Write the mode contribution as a − a/(1 + λa) and use ∫₀^∞ du/(u² + c²) = π/(2c) for c > 0. With Ω_λ > 0,

W(λ) = −(1/2π)(4ωK)(π/2)(1/|ω| − 1/Ω_λ) = −ωK(1/|ω| − 1/Ω_λ).  (19)

Choose |ω| = 1.0 hartree and K = 0.1 hartree. For ω = +1.0 hartree, Ω₁ = √1.4 hartree and W(1) = −0.0155 hartree. At half coupling W(½) = −0.0087 hartree, which lies below half of W(1), −0.0077 hartree. The curve is below its chord, as convexity requires.

Now invert the occupation, so that ω = −1.0 hartree. Then a(0) = −0.4, and 1 + λa stays positive. Equation (19) gives W(½) = −0.0118 hartree and W(1) = −0.0291 hartree. The curve still falls, but its midpoint lies above half of W(1), −0.0145 hartree: it is concave. This is a test of the algebra, not a correlation energy for an excited state, because (4) was derived for a ground state. If 1 + λa reaches zero, the inverse in (10) ceases to exist and the formula cannot be continued without further analysis.

The theorem also does not cover every way of going beyond direct RPA. An exchange-correlation kernel in (6) changes the interaction that multiplies χ₀, and the combined interaction need not be positive or proportional to λ. The exact χ_λ does not obey (6) either. In both cases the shape of the integrand needs its own argument.

**6. The coupling integral and bounds on it**

The λ integral can be done analytically. For one mode,

∫₀¹ dλ λa²/(1 + λa) = ∫₀¹ dλ [a − a/(1 + λa)] = a − ln(1 + a).  (20)

With the prefactor of (12),

E_c = (1/2π) ∫₀^∞ du Σ_k {ln[1 + a_k(u)] − a_k(u)}.  (21)

A program that has the eigenvalues thus needs no λ grid. The shape of W matters when the response equation is solved at separate couplings, and when a truncated result is to be judged.

Convexity places W below its chord from λ = 0 to λ = 1, so W(λ) ≤ λW(1). It also places W above each of its tangents. At the midpoint,

W(λ) ≥ W(½) + (λ − ½)W′(½).  (22)

On integration over λ the linear term in (22) vanishes, and

W(½) ≤ E_c ≤ ½W(1).  (23)

The left side is the one-point midpoint rule and the right side is the trapezoidal rule on one interval. The same tangent and chord arguments hold on every subinterval of a λ grid, so the composite midpoint and trapezoidal rules also enclose E_c. The tangent at zero, W(λ) ≥ λW′(0), gives another lower bound, E_c ≥ ½W′(0). It is no tighter than the midpoint bound, since the same tangent gives W(½) ≥ ½W′(0).

The quantity ½W′(0) is the direct second-order energy. To see this for a closed shell, let i and a now label spatial orbitals, with weights 4ω_ia/(ω_ia² + u²). Since ⟨b_ia|b_jb⟩ is the Coulomb integral (ia|jb),

Tr A² = Σ_ia,jb 16ω_iaω_jb (ia|jb)²/[(ω_ia² + u²)(ω_jb² + u²)].  (24)

For two different positive energies ω and ω′, partial fractions give

∫₀^∞ du/[(ω² + u²)(ω′² + u²)] = (π/2)(1/ω − 1/ω′)/(ω′² − ω²) = π/[2ωω′(ω + ω′)].  (25)

The last form also holds at ω = ω′ by continuity. Equation (15) at λ = 0 gives ½W′(0) = −(1/4π)∫du Tr A². Each term of (24) integrates to 8π(ia|jb)²/(ω_ia + ω_jb), so

½W′(0) = −2 Σ_ia,jb (ia|jb)²/(ω_ia + ω_jb) ≤ E_c.  (26)

Direct second-order theory with the same orbitals therefore cannot give a less negative energy than direct RPA. It extends the initial slope over the whole path and misses the saturation described in Section 4.

**7. A water molecule**

Consider one water molecule with O–H distances of 0.96 Å and an angle of 104.5°, using PBE orbitals in the cc-pVDZ basis and correlating all electrons. There are 5 doubly occupied and 19 empty orbitals, hence 95 pairs, and the smallest gap is 0.258 hartree. The largest eigenvalue at u = 0 is 2.060 and the next is 0.875. By (9), A(u) has at most 95 nonzero eigenvalues, one for each pair, and any larger representation adds only zeros. At u = 0 all 95 are positive, the smallest being of order 10⁻⁹, and at no frequency of the grid is an eigenvalue negative beyond rounding error.

The leading static mode shows the saturation. With a² = 4.242, its contribution to the sum in (12) is

λ = ½: 0.5 × 4.242/(1 + 1.030) = 1.045,

λ = 1: 4.242/(1 + 2.060) = 1.386.

Doubling the coupling raises this contribution by about one third, not by a factor of two. Summing over modes and integrating over frequency gives, in hartree:

λ = 0: W = 0, W′ = −0.9215, W″ = 1.7696

λ = ½: W = −0.3281, W′ = −0.4908, W″ = 0.4304

λ = 1: W = −0.5323, W′ = −0.3443, W″ = 0.2014

The slope is negative and rises towards zero, while the curvature is positive. Equation (21) gives E_c = −0.3086 hartree, or −8.40 eV. The bounds (23) become

−0.3281 hartree ≤ E_c ≤ −0.2661 hartree.

Relative to |E_c|, the midpoint rule is too negative by 6% and the trapezoidal rule is not negative enough by 14%. Simpson's rule combines the same two nonzero values:

[4 × (−0.3281) − 0.5323]/6 = −0.3075 hartree.

Its error here is 0.4% of |E_c|, on the less negative side. Convexity alone does not fix that sign, but the form of (12) does. For one mode, the exact integral (20) minus Simpson's value is h(a) = a − ln(1 + a) − [4a²/(2 + a) + a²/(1 + a)]/6. It vanishes at a = 0. Its derivative is a/(1 + a) − [4(4a + a²)/(2 + a)² + (2a + a²)/(1 + a)²]/6, which over the common denominator equals a⁴/[6(1 + a)²(2 + a)²] ≥ 0. Hence h(a) ≥ 0 for a ≥ 0, and the negative prefactor of (12) gives E_c ≤ [4W(½) + W(1)]/6. Simpson's value is two thirds of the midpoint value plus one third of the trapezoidal value, so this upper bound is at least as tight as the one in (23). The second-order bound (26) is −0.4607 hartree, about 49% larger in magnitude than E_c.

Exchanging the HOMO and LUMO occupations, with the orbitals unchanged, produces an eigenvalue of −0.054 at u = 0. The loss of nonnegativity therefore occurs in a molecular basis as well as in the two-level model. Here, however, this is the only negative eigenvalue at u = 0; the positive modes outweigh it and the summed W stays convex on 0 ≤ λ ≤ 1. What is lost is the guarantee, not in this case the property.

These energies belong to direct RPA in this finite basis. They leave out the correlation terms beyond direct RPA, and they are far from the basis-set limit. In cc-pVTZ, E_c is −0.425 hartree, a shift of 0.12 hartree, and the largest static eigenvalue is 2.22. In aug-cc-pVDZ, E_c is −0.336 hartree, the gap 0.231 hartree and the largest eigenvalue 2.41. The relative errors move less: over the three bases they are about 6% for the midpoint rule, 12–14% for the trapezoidal rule, 0.3–0.5% for Simpson's rule and 44–53% for second order. The numerical check compares the eigenvalue formulas with separate solutions of (6), finite differences and a plasmon-energy calculation that needs no frequency integral.

Computed values

```
Water, PBE orbitals, cc-pVDZ, all electrons
O-H bond length: 0.96 angstrom; H-O-H angle: 104.5 degree
Orbitals: 24; doubly occupied: 5; occupied-virtual pairs: 95
Smallest orbital gap: 0.25826 hartree
Frequency points: 64
Five largest eigenvalues of A at u=0 (dimensionless): 2.05953 0.87495 0.62734 0.59484 0.54129
Lowest eigenvalue over all u (dimensionless): -4.6e-16
Lowest eigenvalue at u=0, HOMO/LUMO occupations swapped (dimensionless): -0.05397
Largest mode at u=0, lambda=0.5: lambda a^2/(1+lambda a) = 1.04487 (dimensionless)
Largest mode at u=0, lambda=1.0: lambda a^2/(1+lambda a) = 1.38638 (dimensionless)
lambda | W | W' | W'' (all three in hartree)
0.00 | -0.000000 | -0.921499 | 1.769614
0.25 | -0.189276 | -0.633244 | 0.757507
0.50 | -0.328114 | -0.490844 | 0.430433
0.75 | -0.439185 | -0.403837 | 0.282202
1.00 | -0.532283 | -0.344289 | 0.201378
Dyson-equation W(0.5): -0.328114 hartree
Plasmon-energy derivative at lambda=0.5: -0.328114 hartree
Finite-difference W'(0.5): -0.490844 hartree
Finite-difference W''(0.5): 0.430433 hartree
E_c, logarithm formula: -0.308648 hartree = -8.3987 eV
E_c, lambda quadrature of Dyson result: -0.308648 hartree
E_c, plasmon formula: -0.308648 hartree
Lower bound, direct second order: -0.460750 hartree
Upper bound, W(1)/2: -0.266141 hartree
Two-level model: |gap| = 1.0 hartree, pair Coulomb integral = 0.1 hartree
Normal model W(0.5), W(1): -0.008713, -0.015485 hartree
Inverted model W(0.5), W(1): -0.011803, -0.029099 hartree
Half of W(1), normal and inverted: -0.007742, -0.014550 hartree
```
